# From ballistic flight to diffusion for laser-excited electrons

**Q:** A laser pulse lifts electrons in a metal to high energy, and they carry their spin into the neighbouring layers. People describe this motion as ballistic, superdiffusive or diffusive. I doubt that one simple model can contain all three. What would you even assume?

**A:** I follow one electron, created at time $t=0$ at the origin of an unbounded, uniform medium. Its speed $v$ stays constant and its first direction is random, with all directions equally likely. Collisions occur at a constant rate $1/\tau$, whatever happened before. The probability $P_0(t)$ of no collision up to time $t$ then obeys $dP_0/dt=-P_0/\tau$ with $P_0(0)=1$, so

$$P_0(t)=e^{-t/\tau}.$$

The flight time $s$ between collisions has the density $-dP_0/ds=e^{-s/\tau}/\tau$, which is the exponential distribution, with mean $\tau$. The quantity to find is the mean-square displacement $\langle r^2\rangle$, averaged over many such electrons.

**Q:** That fixes when the electron scatters, but not where it goes afterwards. If each collision turned it by one degree, it would run nearly straight for a long time.

**A:** Yes, so exponential times alone do not determine the answer. A rule for the directions is needed. Let $\mathbf u$ be the unit vector along the velocity. I assume that the deflection angle $\theta$ is drawn independently at each collision, from a fixed distribution, and that all azimuths about the old direction are equally likely. Then

$$\mathbf u_{\rm new}=\cos\theta\,\mathbf u_{\rm old}+\sin\theta\,\mathbf w,$$

where $\mathbf w$ is a unit vector perpendicular to $\mathbf u_{\rm old}$. Averaging over the azimuth removes $\mathbf w$. With $g=\langle\cos\theta\rangle<1$,

$$\langle\mathbf u_{\rm new}\rangle=g\,\mathbf u_{\rm old}\qquad(\text{for given }\mathbf u_{\rm old}).$$

Isotropic scattering, in which the new direction has no memory of the old one, has $g=0$. Your one-degree collisions have $g$ close to 1.

**Q:** After several collisions the direction depends on a whole history of angles. How do you average over that?

**A:** One collision at a time. Each collision multiplies the mean direction by $g$, so after $n$ collisions it is $g^n\mathbf u(0)$. It remains to find the probability $P_n(t)$ of $n$ collisions. This number rises from $n-1$ to $n$, and from $n$ to $n+1$, at the same rate $1/\tau$:

$$\frac{dP_n}{dt}=\frac{P_{n-1}-P_n}{\tau},\qquad P_n(0)=0\quad(n\ge1).$$

The solution is the Poisson distribution

$$P_n(t)=e^{-t/\tau}\frac{(t/\tau)^n}{n!}.$$

To check it, differentiate: the exponential gives $-P_n/\tau$, and the power gives $P_{n-1}/\tau$. The mean direction at time $t$, for a given initial direction, is therefore

$$\langle\mathbf u(t)\rangle=\mathbf u(0)\,e^{-t/\tau}\sum_{n=0}^{\infty}\frac{(gt/\tau)^n}{n!}=\mathbf u(0)\,e^{-(1-g)t/\tau}.$$

I define the momentum relaxation time

$$T=\frac{\tau}{1-g}.$$

The memory of direction decays as $e^{-t/T}$. For isotropic scattering $T=\tau$; for mostly forward scattering $T$ is longer than $\tau$.

**Q:** You have compared the velocity with its value at the start. A displacement involves velocities at all pairs of times.

**A:** The constant rate has no memory, so any time $t'$ can serve as a new start. For $t''\ge t'$, the mean of $\mathbf u(t'')$ for given $\mathbf u(t')$ is $e^{-(t''-t')/T}\mathbf u(t')$. Taking the scalar product with $\mathbf u(t')$, whose length is 1, gives

$$\langle\mathbf v(t'')\cdot\mathbf v(t')\rangle=v^2e^{-(t''-t')/T}.$$

The displacement is $\mathbf r(t)=\int_0^t\mathbf v(t')\,dt'$. Its square is a double integral over the square $0<t',t''<t$. The halves $t''>t'$ and $t''<t'$ contribute equally, hence a factor 2:

$$\langle r^2\rangle=2\int_0^t dt''\int_0^{t''}dt'\,v^2e^{-(t''-t')/T}.$$

The integrand depends on the separation $s=t''-t'$ alone. For fixed $s$, the later time $t''$ runs from $s$ to $t$, an interval of length $t-s$. So

$$\langle r^2\rangle=2v^2\int_0^t(t-s)e^{-s/T}\,ds.$$

Integrate by parts, with $-Te^{-s/T}$ as the integral of the exponential:

$$\int_0^t(t-s)e^{-s/T}ds=\Big[-(t-s)Te^{-s/T}\Big]_0^t-T\int_0^te^{-s/T}ds.$$

The bracket is $tT$ and the last term is $-T^2(1-e^{-t/T})$. With $x=t/T$ this gives

$$\boxed{\langle r^2\rangle=2v^2T^2\left(x-1+e^{-x}\right)}$$

**Q:** Does each coordinate receive a third of this? For a thin film I care about the normal direction.

**A:** With the isotropic start, yes: no axis is preferred at any time, so $\langle z^2\rangle=\langle r^2\rangle/3$. If all electrons start along one direction $\mathbf u(0)$, the boxed formula still holds, because its derivation did not use the initial distribution. The coordinates then have unequal shares, which approach one third each only at late times (and never if every deflection is 0° or 180°, since the motion then stays on one line), and there is a mean displacement

$$\langle\mathbf r\rangle=v\,\mathbf u(0)\int_0^te^{-t'/T}dt'=vT(1-e^{-x})\,\mathbf u(0).$$

A directed beam is thus carried forward by $vT$ on average before its direction is forgotten.

**Q:** I would trust the formula more if you reached it without the velocity correlation.

**A:** Take isotropic scattering and first fix the number $n$ of collisions before $t$. At a constant rate, the collision times are then $n$ independent points spread uniformly over $(0,t)$. They cut the interval into $n+1$ flights. The first flight exceeds $s$ if all $n$ points lie beyond $s$, which has probability $(1-s/t)^n$. The joint density of the flight lengths is constant for a fixed total $t$, so all flights have the same distribution. For a positive variable with greatest value $t$, the mean square is $\int_0^t2s\,P(\text{length}>s)\,ds$. With $y=s/t$,

$$\langle s^2\rangle_n=2t^2\int_0^1y(1-y)^n\,dy=2t^2\left(\frac1{n+1}-\frac1{n+2}\right)=\frac{2t^2}{(n+1)(n+2)}.$$

The integral was done by writing $y=1-(1-y)$. Different flights have independent directions, so their cross terms average to zero. Adding $n+1$ equal contributions gives

$$\langle r^2\rangle_n=\frac{2v^2t^2}{n+2}.$$

For $n=0$ this is $v^2t^2$, as it must be. Now average over $n$, using $1/(n+2)=\int_0^1y^{n+1}dy$ and $x=t/\tau$:

$$\langle r^2\rangle=2v^2t^2e^{-x}\int_0^1y\,e^{xy}\,dy
=2v^2t^2e^{-x}\left(\frac{e^x}{x}-\frac{e^x}{x^2}+\frac1{x^2}\right).$$

Since $t^2/x^2=\tau^2$, this is $2v^2\tau^2(x-1+e^{-x})$, the boxed result with $T=\tau$.

**Q:** Where are the two familiar laws?

**A:** At short times, $e^{-x}=1-x+x^2/2-x^3/6+\dots$, so

$$\langle r^2\rangle=v^2t^2\left(1-\frac x3+\dots\right)\qquad(t\ll T).$$

This is ballistic growth, with a first correction due to the deflections that have already occurred. At late times the exponential is negligible:

$$\langle r^2\rangle\simeq2v^2T(t-T)\qquad(t\gg T).$$

To name the slope, compare with the diffusion equation $\partial n/\partial t=D\nabla^2n$ for a normalized density $n$. Multiply by $r^2$ and integrate over space. Two integrations by parts move the Laplacian onto $r^2$, and $\nabla^2r^2=6$, so $d\langle r^2\rangle/dt=6D$. Hence

$$D=\frac{v^2T}{3}.$$

The line $6Dt$ exceeds the late result by the constant $6DT=2v^2T^2$. This offset never disappears, but its share of the total falls as $1/x$.

**Q:** And the crossover time? I suppose you will say $T$.

**A:** The two leading laws meet where $v^2t^2=2v^2Tt$, at $t=2T$. The electron is on neither law there. At $x=2$ the formula gives $2(1+e^{-2})v^2T^2=2.27\,v^2T^2$, against $4v^2T^2$ from either law, a ratio of 0.568. The change is gradual, and a local exponent describes it better:

$$\alpha=\frac{d\ln\langle r^2\rangle}{d\ln t}=\frac{x(1-e^{-x})}{x-1+e^{-x}}.$$

**Q:** Then "superdiffusive" means $1<\alpha<2$. Could there be a plateau with some definite exponent in between?

**A:** No. Subtract 1 and put everything over the common denominator:

$$\alpha-1=\frac{1-(1+x)e^{-x}}{x-1+e^{-x}}=\frac{\int_0^xs\,e^{-s}\,ds}{\int_0^x(1-e^{-s})\,ds}.$$

The ratio of the two integrands is

$$h(s)=\frac{s\,e^{-s}}{1-e^{-s}}=\frac{s}{e^s-1}.$$

So $\alpha-1$ is the average of $h$ over $0<s<x$ with the positive weight $1-e^{-s}$. The function $h$ decreases: the sign of its derivative is that of $e^s-1-se^s$, which vanishes at $s=0$ and has the negative derivative $-se^s$. Raising $x$ adds smaller values to the average, so $\alpha$ falls steadily from 2, where $h(0)=1$, towards 1. At late times the numerator tends to 1 and $\alpha\simeq1+1/(x-1)$.

The exponent is 1.9 at $t=0.316\,T$, 1.5 at $2.149\,T$ and 1.1 at $11.0\,T$. The ballistic law is lost early, while ordinary diffusion is approached slowly. In this model superdiffusion is this passage, and not a separate transport law.

**Q:** What does the exponential distribution contribute? Would equal flight times of length $\tau$ not give the same diffusion?

**A:** They would give half of it, for isotropic scattering. Let the flight times be independent with a general smooth density and finite third moment, and let $M$ be the number of the flight in progress at time $t$. Cross terms vanish as before. Counting flight $M$ at its full length changes $\langle r^2\rangle$ by at most $v^2\langle s_M^2\rangle$. A long flight is more likely to cover a given instant, in proportion to its length, so at late times $\langle s_M^2\rangle$ tends to the constant $\langle s^3\rangle/\langle s\rangle$. Apart from a bounded term, then,

$$\langle r^2\rangle\simeq v^2\Big\langle\sum_{i=1}^{M}s_i^2\Big\rangle=v^2\langle s^2\rangle\langle M\rangle.$$

The last step holds because whether flight $i$ begins before $t$ depends on the earlier flights and not on $s_i$. The same argument for the sum of $s_i$ gives $\langle s\rangle\langle M\rangle$. That sum is $t$ plus a bounded mean overshoot, so $\langle M\rangle\simeq t/\langle s\rangle$ and

$$\frac{d\langle r^2\rangle}{dt}\to v^2\frac{\langle s^2\rangle}{\langle s\rangle}.$$

Exponential times have $\langle s^2\rangle=2\tau^2$ and give $2v^2\tau$. As the spread of the flight times shrinks to zero, the slope tends to $v^2\tau$. An intermediate case is the density $4s\,e^{-2s/\tau}/\tau^2$, with mean $\tau$ and $\langle s^2\rangle=1.5\,\tau^2$. Simulated random flights with this law gave a slope of $1.495\,v^2\tau$ between $10\tau$ and $20\tau$, against the predicted $1.5\,v^2\tau$. Rare long flights count strongly because distances enter squared.

**Q:** Give me a metal. In most of them I would not believe in a constant speed.

**A:** Aluminium is a favourable case: it is close to a free-electron metal and can serve as a non-magnetic conductor in a spin device. Take a rough lattice constant of 0.405 nm and 12 free electrons per cubic cell. The density is $12/(0.405\ \text{nm})^3=1.806\times10^{23}\ \text{cm}^{-3}$, and the free-electron Fermi energy $\hbar^2(3\pi^2n)^{2/3}/2m$ is 11.65 eV. An electron 1.0 eV above the Fermi level has kinetic energy 12.65 eV and speed

$$v=\sqrt{2E/m}=2.110\ \text{nm/fs}.$$

At the Fermi level the speed is 2.025 nm/fs, so losing the whole 1 eV slows the electron by 4 %. Near room temperature much of the scattering is by lattice vibrations, which change the energy little. I take isotropic scattering with a rough $T=\tau=8$ fs. Then

$$v\tau=16.9\ \text{nm},\qquad D=\frac{(2.110)^2\times8}{3}=11.9\ \text{nm}^2/\text{fs}=119\ \text{cm}^2/\text{s}.$$

At 16 fs, where $x=2$, the formula gives $2(16.88)^2(1+e^{-2})\approx647\ \text{nm}^2$. Other times follow in the same way. The digits serve to compare the columns and to check the formula; the rough inputs do not justify them as predictions for aluminium.

| $t$ (fs) | $\langle r^2\rangle$ (nm²) | $v^2t^2$ (nm²) | $6Dt$ (nm²) | $\alpha$ |
|---:|---:|---:|---:|---:|
| 2 | 16.4 | 17.8 | 142 | 1.92 |
| 16 | 647 | 1139 | 1139 | 1.52 |
| 40 | 2283 | 7121 | 2848 | 1.24 |
| 100 | 6551 | 44507 | 7121 | 1.09 |

A simulation of 100,000 electrons gave $6569\pm16\ \text{nm}^2$ at 100 fs (one standard error), in agreement with the formula.

**Q:** So at 100 fs I may use the diffusion equation?

**A:** For the mean square, $6Dt$ is then 9 % above the model's value. At 2 fs it is almost nine times too large, because it implies that electrons travel faster than $v$. The unscattered electrons sit on the sphere $r=vt$. Their fraction is $e^{-t/\tau}$: 14 % at 16 fs and 0.7 % at 40 fs. Those fractions depend on $\tau$ itself. If scattering favours forward directions at the same $T$, then $\tau=(1-g)T$ is shorter and fewer electrons remain unscattered, although $\langle r^2\rangle$ is unchanged.

**Q:** How far is all this from real aluminium under a real laser?

**A:** The 8 fs corresponds to a resistivity $m/(ne^2T)=2.5\ \mu\Omega\,$cm, near the rough room-temperature value of $2.7\ \mu\Omega\,$cm. That supports its size for electrons at the Fermi level; using it 1 eV higher is an assumption. The single, constant scattering rate is a further idealization. Hot electrons also collide with other electrons. Take a rough lifetime of 30 fs for this process and suppose that each such collision also randomizes the direction. The rates then add to $1/8+1/30=1/6.32$ per fs. Applying that rate and the Fermi speed at all times lowers $\langle r^2\rangle$ at 100 fs by 26 %. For these inputs this overstates the reduction, since the extra rate falls as the electron loses energy and the speed stays above its Fermi value until all the excess energy is gone. A lattice at 400 K instead of 300 K, with the scattering rate taken proportional to temperature, lowers it by 23 %. A band speed 10 % below the free-electron value, at the same $T$, lowers it by 19 %. The reduction in aluminium may be larger than 10 %, but a lower band speed also implies a longer $T$ for the same measured resistivity, which offsets the loss at late times in part or almost entirely, depending on the band structure. The conductivity fixes the product of $D$ and the density of states at the Fermi level. If the area of the Fermi surface is unchanged, $T$ grows by the factor $1/0.9$ and the 19 % shrinks to about 11 %; if instead the density of states is unchanged, $D$ keeps its value and only about 2 % remains. Without that offset, and with the overstated loss from electron collisions, the product of the three factors is roughly $0.74\times0.77\times0.81\approx0.46$. These three changes together would then make the model too high by up to about a factor of two.

**Q:** You also assumed no surfaces and an instantaneous pulse.

**A:** At 100 fs the root-mean-square displacement along the film normal is 47 nm. For electrons starting in the middle of a 200 nm film with mirror-like faces, confinement lowers $\langle z^2\rangle$ by roughly 8 to 9 %. A thinner film, or a start near one face, needs its own boundary calculation.

The pulse matters more at early times. With a Gaussian pulse of 20 fs full width at half maximum, the electrons present 8 fs after the peak have a broad range of ages. Their average $\langle r^2\rangle$ is 85 % above the value for a single age of 8 fs. At 100 fs after the peak the change is 0.0 %: the law is then linear in age, and the mean age equals the time since the peak. To resolve the ballistic stage, the pulse must be much shorter than $T=8$ fs: for a single age, the exponent has already fallen to 1.9 at $0.316\,T=2.5$ fs.

**Q:** Can you treat the electron as a classical particle over such short times?

**A:** For times well beyond $\tau$ it is a reasonable approximation. The wavelength is 0.345 nm against a mean free path of 16.9 nm, and the level width $\hbar/\tau=0.08$ eV is small beside the 1 eV of excitation. The earliest times are less secure. A Gaussian pulse of 2 fs full width at half maximum has an energy width of at least 0.9 eV, comparable with the excitation itself, so the ballistic stage in the table is a classical idealization. Charge is a separate matter. The plasma period is 0.26 fs, so the other electrons respond quickly to any charge imbalance. The field that drives their return current also acts on the hot electron, and the model omits it.

**Q:** And the spin, which was the reason for asking?

**A:** The formula gives how far a carrier gets, and its spin travels with it until a spin flip. It does not give the net spin current. That also needs the numbers of excited electrons of each spin and, in a ferromagnet, a separate $v$ and $T$ for each. If the two spins differ in $T$ but share the same $v$, their mean squares agree at first, since $v^2t^2$ does not contain $T$. They separate through the correction $-x/3$, and at late times their ratio tends to the ratio of the two relaxation times. The remaining values for the aluminium case are in the numerical output below.

## Values computed for the example and the checks

```
Crossover times in units of the relaxation time T
asymptotes meet: 2.000
exact / ballistic value there: 0.568
exponent there: 1.523
exponent 1.9 at 0.316, 1.5 at 2.149, 1.1 at 11.00
Late slope of <r^2>, units v^2 tau, gamma-law flight times
simulated 1.495, <s^2>/<s> = 1.500
Aluminium example, rough inputs
lattice constant: 0.405 nm
free electrons per cubic cell: 12
electron density: 1.806e+23 cm^-3
Fermi energy: 11.65 eV
energy above Fermi level: 1.0 eV
relaxation time: 8.0 fs
resistivity implied by it: 2.46 microohm cm
speed: 2.110 nm/fs; Fermi speed: 2.025 nm/fs
mean free path: 16.88 nm
diffusion coefficient: 11.87 nm^2/fs = 118.7 cm^2/s
asymptotes meet at: 16.0 fs
exponent falls to 1.1 at: 88.0 fs
Columns: t (fs), <r^2>, v^2 t^2, 6Dt (nm^2),
  rms r (nm), rms z (nm), exponent, unscattered fraction
    2      16.4      17.8     142.4    4.05    2.34  1.920 7.79e-01
    8     209.6     284.8     569.7   14.48    8.36  1.718 3.68e-01
   16     646.8    1139.4    1139.4   25.43   14.68  1.523 1.35e-01
   40    2282.6    7121.0    2848.4   47.78   27.58  1.239 6.74e-03
  100    6551.4   44506.5    7121.0   80.94   46.73  1.087 3.73e-06
simulated electrons: 100000
simulated <r^2> at 100 fs: 6569 nm^2, standard error 16 nm^2
Neglected effects: change of <r^2> at 100 fs
e-e lifetime 30 fs and Fermi speed: -26 %
combined relaxation time in that estimate: 6.32 fs
lattice at 400 K instead of 300 K: -23 %
speed lower by 10 %: -19 %
200 nm film, start at middle, <z^2> only: -8 %
20 fs pulse, 100 fs after peak: 0.0 %
20 fs pulse, 8 fs after peak: 85 %
level width hbar/tau: 0.082 eV
electron wavelength: 0.345 nm
plasma period (screening time scale): 0.262 fs
```
